# Anharmonic constants and Fermi denominators of a linear triatomic molecule

## Definitions and conventions

A linear molecule ABC lies along $z$ at equilibrium. Its stretches are $s=1,3$, and its bend 2 has two equivalent components, $x$ and $y$. All energies, including the frequencies $\omega_k$ and the rotational constant $B$, are in cm$^{-1}$. The normal coordinates $q_k$ and momenta $p_k$ are dimensionless, $[q_k,p_k]=i$, and $\rho^2=q_{2x}^2+q_{2y}^2$. Define

$$N_s=v_s+\tfrac12,\qquad V=v_2+1,\qquad l=v_2,\,v_2-2,\ldots,-v_2 .$$

The $\phi$ are derivatives of the potential at equilibrium; an index 2 means differentiation along one bend component. By axial symmetry the potential depends on the bend through $\rho^2$, so

$$V_3=\sum_s\frac{\phi_{sss}}6q_s^3+\frac{\phi_{113}}2q_1^2q_3+\frac{\phi_{133}}2q_1q_3^2+\frac12(\phi_{122}q_1+\phi_{322}q_3)\rho^2 .$$

The quartic terms with nonzero harmonic averages are

$$\sum_s\frac{\phi_{ssss}}{24}q_s^4+\frac{\phi_{1133}}4q_1^2q_3^2+\sum_s\frac{\phi_{ss22}}4q_s^2\rho^2+\frac{\phi_{2222}}{24}\rho^4 .$$

The others, in $q_1^3q_3$, $q_1q_3^3$ and $q_1q_3\rho^2$, are odd in each stretch and average to zero.

**Assumptions.** Cubic constants are of order $\kappa\omega$; quartic constants and $B$ are of order $\kappa^2\omega$, with $\kappa\ll1$. Energies are taken to order $\kappa^2$. Every cubic matrix element must be small compared with the energy gap it spans; this condition is lifted for one resonance in the last proposition. Likewise, the gaps spanned by off-diagonal terms of order $\kappa^2\omega$ (quartic terms, Coriolis terms, or two cubic steps in succession), such as $\omega_1-\omega_3$, $\omega_s-\omega_2$ and $\omega_3-\omega_1-2\omega_2$, must be large compared with $\kappa^2\omega$; otherwise these terms mix states at the order kept.

## Theorem

Apart from rotation, written $B[J(J+1)-l^2]$, the energy is

$$\begin{aligned}G={}&\sum_s\omega_sN_s+\omega_2V+x_{11}N_1^2+x_{33}N_3^2+x_{13}N_1N_3\\&+x_{12}N_1V+x_{23}N_3V+x_{22}V^2+g_{22}l^2+\text{const}.\end{aligned}$$

With $t$ the stretch other than $s$,

$$x_{ss}=\frac{\phi_{ssss}}{16}-\frac{5\phi_{sss}^2}{48\omega_s}-\frac{\phi_{sst}^2(8\omega_s^2-3\omega_t^2)}{16\omega_t(4\omega_s^2-\omega_t^2)},$$

$$\begin{aligned}x_{13}={}&\frac{\phi_{1133}}4-\frac{\phi_{111}\phi_{133}}{4\omega_1}-\frac{\phi_{113}\phi_{333}}{4\omega_3}\\&-\frac{\phi_{113}^2\omega_1}{2(4\omega_1^2-\omega_3^2)}-\frac{\phi_{133}^2\omega_3}{2(4\omega_3^2-\omega_1^2)},\end{aligned}$$

$$\begin{aligned}x_{s2}={}&\frac{\phi_{ss22}}4-\frac{\phi_{sss}\phi_{s22}}{4\omega_s}-\frac{\phi_{sst}\phi_{t22}}{4\omega_t}\\&-\frac{\phi_{s22}^2\omega_2}{2(4\omega_2^2-\omega_s^2)}+B\zeta_s^2\left(\frac{\omega_2}{\omega_s}+\frac{\omega_s}{\omega_2}\right),\end{aligned}$$

$$x_{22}=\frac{\phi_{2222}}{16}-\sum_s\frac{\phi_{s22}^2(8\omega_2^2-3\omega_s^2)}{16\omega_s(4\omega_2^2-\omega_s^2)},$$

$$g_{22}=-\frac{\phi_{2222}}{48}-\sum_s\frac{\phi_{s22}^2\omega_s}{16(4\omega_2^2-\omega_s^2)} .$$

Here $x_{32}$ means $x_{23}$, and $\zeta_s$ is defined in Lemma 1. At this order Coriolis coupling enters $x_{12}$ and $x_{23}$, but neither $x_{22}$ nor $g_{22}$. If rotation is instead written $BJ(J+1)$, the coefficient of $l^2$ becomes $g_{22}-B$.

## Lemma 1: rotation and Coriolis energy

**Statement.** Coriolis coupling contributes $B\sum_s\zeta_s^2(\omega_2/\omega_s+\omega_s/\omega_2)N_sV-B$, with $\zeta_1^2+\zeta_3^2=1$.

**Proof.** Let the frame turn with angular velocity $(\Omega_x,\Omega_y,0)$, and let $Q_k$ be mass-weighted normal coordinates. The nuclear velocities give

$$T=\frac12\sum_k\dot Q_k^2+\sum_{\alpha k}\Omega_\alpha K_{\alpha k}\dot Q_k+\frac12\sum_{\alpha\beta}\Omega_\alpha I_{\alpha\beta}\Omega_\beta ,$$

where $K_{\alpha k}$ is linear in the $Q$. Completing the square,

$$T=\frac12\sum_k\Big(\dot Q_k+\sum_\alpha\Omega_\alpha K_{\alpha k}\Big)^2+\frac12\sum_{\alpha\beta}\Omega_\alpha I'_{\alpha\beta}\Omega_\beta,$$

with $I'_{\alpha\beta}=I_{\alpha\beta}-\sum_kK_{\alpha k}K_{\beta k}$. The first bracket is $P_k=\partial T/\partial\dot Q_k$. Differentiation by $\Omega_\alpha$ gives $J_\alpha=\pi_\alpha+\sum_\beta I'_{\alpha\beta}\Omega_\beta$, where $\pi_\alpha=\sum_kK_{\alpha k}P_k$. To the required order $I'$ is the equilibrium inertia, so, with angular momenta in units of $\hbar$, the kinetic energy beyond $\frac12\sum_k P_k^2$ is

$$B[(J_x-\pi_x)^2+(J_y-\pi_y)^2].$$

Operator ordering adds terms of order $B$ whose averages are constant at this order.

Turning the frame about $z$ while turning the bend coordinates back moves no nucleus. Physical states therefore satisfy $J_z=\pi_z=l$, and $J_x^2+J_y^2=J(J+1)-l^2$. The terms linear in $J_x,J_y$ change $v_2$ by one. They have no diagonal element, and they have no second-order cross term with $V_3$, which changes $v_2$ by an even number. Their own second-order effect is of order $B^2J(J+1)/\omega$ and is dropped, which limits the result to low $J$. What remains for vibration is $B(\pi_x^2+\pi_y^2)$.

Let $L_{ki}$ be the orthonormal mass-weighted mode vectors. For motion in the $xz$ plane, with equilibrium positions $a_i$,

$$z_i=a_i+\sum_s\frac{L_{si}Q_s}{\sqrt{m_i}},\quad x_i=\frac{L_{2i}Q_{2x}}{\sqrt{m_i}},$$

$$p_{zi}=\sqrt{m_i}\sum_sL_{si}P_s,\quad p_{xi}=\sqrt{m_i}L_{2i}P_{2x}.$$

The bend contains no rotation, so $\sum_i\sqrt{m_i}a_iL_{2i}=0$ and the equilibrium positions drop out of $\sum_i(z_ip_{xi}-x_ip_{zi})$. With $\zeta_s=\sum_iL_{si}L_{2i}$ and dimensionless variables,

$$\pi_y=\sum_s\zeta_s\left(\sqrt{\frac{\omega_2}{\omega_s}}\,q_sp_{2x}-\sqrt{\frac{\omega_s}{\omega_2}}\,p_sq_{2x}\right).$$

The other component has the same form with $y$ for $x$, up to an overall sign. The vectors $L_1,L_3$ span the space orthogonal to the translation vector $\sqrt{m_i}$. The unit vector $L_2$ lies in that space, hence $\zeta_1^2+\zeta_3^2=1$.

In the average of the square, products of different stretches vanish. Since $\langle q_s^2\rangle=\langle p_s^2\rangle=N_s$ and $\langle\rho^2\rangle=\langle p_{2x}^2+p_{2y}^2\rangle=V$, the squared terms give the stated $N_sV$ energy. For the mixed terms, $\langle qp\rangle=i/2=-\langle pq\rangle$ in each mode, so each bend component gives

$$-\zeta_s^2\left[\frac i2\left(-\frac i2\right)+\left(-\frac i2\right)\frac i2\right]=-\frac{\zeta_s^2}2 .$$

Two components and $\sum_s\zeta_s^2=1$ give $-B$. $\square$

## Lemma 2: matrix elements of the bend

**Statement.** At fixed $l$, $\langle\rho^2\rangle=V$ and

$$|\langle v_2\pm2|\rho^2|v_2\rangle|^2=\frac{(V\pm1)^2-l^2}4,\qquad\langle\rho^4\rangle=\frac{3V^2-l^2+1}2 .$$

For $q^2$ of a single stretch, the same formulas hold with $V\to N$ and $l^2\to\frac14$.

**Proof.** Use circular quanta with $n_\pm=(v_2\pm l)/2$, where $a_x=(a_++a_-)/\sqrt2$ and $a_y=i(a_+-a_-)/\sqrt2$. Then $a_x^2+a_y^2=2a_+a_-$, and

$$\rho^2=a_+a_-+a_+^\dagger a_-^\dagger+n_++n_-+1 .$$

The diagonal part is $V$. The squared upward element is $(n_++1)(n_-+1)=[(v_2+2)^2-l^2]/4$; the downward one is $n_+n_-=(v_2^2-l^2)/4$. Finally, $\langle\rho^4\rangle$ is the sum of squared elements:

$$V^2+\frac{(V+1)^2+(V-1)^2-2l^2}4=\frac{3V^2-l^2+1}2 .$$

For one stretch the upward element squared is $(v+1)(v+2)/4=[(N+1)^2-\frac14]/4$, the downward one is $v(v-1)/4=[(N-1)^2-\frac14]/4$, and the diagonal is $N$. $\square$

## Lemma 3: one cubic coupling squared

**Statement.** The coupling $\frac12\phi q_s\rho^2$ has the second-order energy

$$E=\frac{\phi^2}4\left[-\frac{V^2}{2\omega_s}-\frac{(V^2+1-l^2)\omega_s}{4(\omega_s^2-4\omega_2^2)}+\frac{2N_sV\omega_2}{\omega_s^2-4\omega_2^2}\right].$$

**Proof.** The squared elements of $q_s$ are $(v_s+1)/2$ upward and $v_s/2$ downward. If $v_2$ is unchanged, the two contributions sum to $V^2[v_s-(v_s+1)]/(2\omega_s)=-V^2/(2\omega_s)$. Put $a=1/(\omega_s+2\omega_2)$ and $b=1/(\omega_s-2\omega_2)$. The processes with $v_2\to v_2\pm2$ give

$$\begin{aligned}&\tfrac18[(V+1)^2-l^2]\,[-(v_s+1)a+v_sb]\\&+\tfrac18[(V-1)^2-l^2]\,[-(v_s+1)b+v_sa].\end{aligned}$$

The common part $V^2+1-l^2$ multiplies $-(a+b)/8$. The parts $\pm2V$ multiply the difference of the last brackets, $(2v_s+1)(b-a)=2N_s(b-a)$, and give $N_sV(b-a)/2$. Insert

$$a+b=\frac{2\omega_s}{\omega_s^2-4\omega_2^2},\qquad b-a=\frac{4\omega_2}{\omega_s^2-4\omega_2^2}.\qquad\square$$

## Proof of the theorem

All terms conserve $l$, so second-order theory applies separately for each $l$.

**Stretch-bend coupling squared.** In Lemma 3 the coefficient of $V^2$ is

$$-\frac{\phi^2}{16}\left[\frac2{\omega_s}+\frac{\omega_s}{\omega_s^2-4\omega_2^2}\right]=-\frac{\phi^2(8\omega_2^2-3\omega_s^2)}{16\omega_s(4\omega_2^2-\omega_s^2)} ,$$

since the bracket equals $(3\omega_s^2-8\omega_2^2)/[\omega_s(\omega_s^2-4\omega_2^2)]$. The coefficients of $l^2$ and $N_sV$ are the cubic-squared terms of $g_{22}$ and $x_{s2}$. By Lemma 2 the coupling $\frac12\phi_{sst}q_tq_s^2$ has the same energy, with $s$ in the role of the bend and $t$ in that of the stretch. This supplies the $\phi_{sst}^2$ terms of $x_{ss}$ and $x_{13}$.

**One stretch alone.** The coupling $\phi_{sss}q_s^3/6$ has upward elements squared $9(v_s+1)^3/8$ for one quantum and $(v_s+1)(v_s+2)(v_s+3)/8$ for three. Subtracting upward from downward processes gives

$$v_s^3-(v_s+1)^3=-(3N_s^2+\tfrac14),$$

$$v_s(v_s-1)(v_s-2)-(v_s+1)(v_s+2)(v_s+3)=-(9N_s^2+\tfrac{15}4).$$

The $N_s^2$ energy is therefore

$$-\frac{\phi_{sss}^2}{36\omega_s}\left(\frac{27}8+\frac9{24}\right)N_s^2=-\frac{5\phi_{sss}^2}{48\omega_s}N_s^2 .$$

**Cross terms.** Two different cubic terms interfere when they reach a common intermediate state, which here means a change of one quantum in one stretch. For $\frac12\phi_{sst}q_tq_s^2$ and $\frac12\phi_{t22}q_t\rho^2$ the energy is

$$2\,\frac{\phi_{sst}\phi_{t22}}4N_sV\,\frac{v_t-(v_t+1)}{2\omega_t}=-\frac{\phi_{sst}\phi_{t22}}{4\omega_t}N_sV .$$

For $\phi_{sss}q_s^3/6$ and $\frac12\phi_{s22}q_s\rho^2$, the product of upward elements is $3(v_s+1)^2/4$ times $V$, so

$$\frac{\phi_{sss}\phi_{s22}}6V\,\frac{3[v_s^2-(v_s+1)^2]}{4\omega_s}=-\frac{\phi_{sss}\phi_{s22}}{4\omega_s}N_sV .$$

Replacing $\rho^2$ by $q_t^2$ gives the two products in $x_{13}$. The remaining pairs differ in parity in $q_1$ or $q_3$ and do not interfere. Physically, the mean square motion of one mode exerts a force along a stretch, and the displaced stretch changes the energy of another mode.

**Quartic averages.** Lemma 2 gives $\phi_{ssss}N_s^2/16$ and $\phi_{2222}(3V^2-l^2+1)/48$; the mixed averages are products of $N_1$, $N_3$ and $V$. Adding the Coriolis energy of Lemma 1 completes the proof. $\square$

**Two limits.** If a stretch is much stiffer than the bend, it follows the bend to $q_s=-\phi_{s22}\rho^2/(2\omega_s)$ and lowers the potential by $\phi_{s22}^2\rho^4/(8\omega_s)$. This changes $\phi_{2222}$ by $-3\phi_{s22}^2/\omega_s$, hence $x_{22}$ by $-3\phi_{s22}^2/(16\omega_s)$ and $g_{22}$ by $+\phi_{s22}^2/(16\omega_s)$. The theorem gives the same values for $\omega_s\gg\omega_2$.

In a symmetric molecule ABA, with $q_3$ antisymmetric, $\phi_{113}=\phi_{333}=\phi_{322}=0$. The vectors $L_1$ and $L_2$ have opposite parity under exchange of the end atoms, so $\zeta_1=0$ and $\zeta_3^2=1$. Coriolis coupling then enters $x_{23}$ alone.

## Proposition: the Fermi denominators

Let $\frac12\phi q_au_b$ couple stretch $a$ to the square $u_b$ of mode $b$, and let $\delta=2\omega_b-\omega_a$, $\sigma=2\omega_b+\omega_a$. Then

$$\frac{\omega_b}{4\omega_b^2-\omega_a^2}=\frac14\left(\frac1\delta+\frac1\sigma\right),\qquad\frac{\omega_a}{4\omega_b^2-\omega_a^2}=\frac12\left(\frac1\delta-\frac1\sigma\right),$$

$$\frac{8\omega_b^2-3\omega_a^2}{\omega_a(4\omega_b^2-\omega_a^2)}=\frac2{\omega_a}-\frac12\left(\frac1\delta-\frac1\sigma\right).$$

The resonant parts are thus $-\phi^2/(8\delta)$ in $x_{ab}$, $+\phi^2/(32\delta)$ in $x_{bb}$ and, if $b$ is the bend, $-\phi^2/(32\delta)$ in $g_{22}$. The denominators lie as follows:

- $2\omega_2-\omega_1$ in $x_{12}$, $x_{22}$ and $g_{22}$, with $\phi_{122}^2$;
- $2\omega_2-\omega_3$ in $x_{23}$, $x_{22}$ and $g_{22}$, with $\phi_{322}^2$;
- $2\omega_1-\omega_3$ in $x_{13}$ and $x_{11}$, with $\phi_{113}^2$;
- $2\omega_3-\omega_1$ in $x_{13}$ and $x_{33}$, with $\phi_{133}^2$.

In the sum

$$x_{22}+g_{22}=\frac{\phi_{2222}}{24}-\sum_s\frac{\phi_{s22}^2}{8\omega_s}$$

the Fermi denominators cancel. To see why, take $\Delta=2\omega_2-\omega_1$. The states $(v_1,v_2)$ and $(v_1-1,v_2+2)$, with equal $v_3$ and $l$, are coupled by

$$|W|=\frac{|\phi_{122}|}{4\sqrt2}\sqrt{v_1[(v_2+2)^2-l^2]} .$$

The two resonant partners of a state shift it by

$$\begin{aligned}&\frac{\phi_{122}^2}{32\Delta}\left\{(v_1+1)(v_2^2-l^2)-v_1[(v_2+2)^2-l^2]\right\}\\&=\frac{\phi_{122}^2}{32\Delta}\left[v_2^2-l^2-4v_1(v_2+1)\right].\end{aligned}$$

This vanishes for $v_1=0$, $v_2=|l|$: such states have no resonant partner.

When $|W|$ is not small compared with $|\Delta|$, this shift is no longer valid. One then removes the $1/\Delta$ parts, which leaves the starred constants

$$x_{12}^*=x_{12}+\frac{\phi_{122}^2}{8\Delta},\quad x_{22}^*=x_{22}-\frac{\phi_{122}^2}{32\Delta},\quad g_{22}^*=g_{22}+\frac{\phi_{122}^2}{32\Delta},$$

and diagonalizes $W$ within the polyad of fixed $2v_1+v_2$, $v_3$ and $l$. The constant term of $G$ likewise loses its part $\phi_{122}^2/(32\Delta)$; this shifts all levels equally and cancels in energy differences. The starred constants stay finite as $\Delta\to0$.

## Worked example

A model molecule has masses 14, 14 and 16 u, bond lengths 1.1 and 1.2 Å, Morse stretches and a cosine bending potential. The remaining parameters are in the numerical output. Its frequencies are $\omega_1=1296.68$, $\omega_2=641.77$ and $\omega_3=2273.39$ cm$^{-1}$, so, from the unrounded frequencies, $\Delta=-13.148$ cm$^{-1}$. With $\phi_{122}=173.861$ cm$^{-1}$, the resonant part of $x_{12}$, evaluated with the unrounded $\phi_{122}$ and $\Delta$, is

$$-\frac{(173.861)^2}{8(-13.148)}=287.37\ \mathrm{cm}^{-1},$$

and those of $x_{22}$ and $g_{22}$ are $-71.84$ and $+71.84$ cm$^{-1}$. Removing them changes $x_{12}$ from 282.31 to $-5.06$, $x_{22}$ from $-71.06$ to 0.78 and $g_{22}$ from 70.97 to $-0.87$ cm$^{-1}$. The sum $x_{22}+g_{22}=-0.09$ cm$^{-1}$ is unchanged.

Coriolis coupling is small in $x_{12}$, 0.03 cm$^{-1}$, because $|\zeta_1|=0.172$. In $x_{23}$ it matters:

$$x_{23}=-27.31+19.87+1.23+1.58=-4.63\ \mathrm{cm}^{-1},$$

where the terms are the quartic, mean-force, squared stretch-bend and Coriolis parts.

Label states $(v_1v_2v_3)$. Relative to the ground state, the starred constants place the pair with $l=0$ at

$$E^*_{100}=\omega_1+2x_{11}+\tfrac12x_{13}+x_{12}^*=1274.9\ \mathrm{cm}^{-1},$$

$$E^*_{020}=2\omega_2+8x_{22}^*+x_{12}^*+x_{23}=1280.1\ \mathrm{cm}^{-1}.$$

Their coupling is $|W|=|\phi_{122}|/(2\sqrt2)=61.5$ cm$^{-1}$, more than four times $|\Delta|$. The polyad energies are

$$1277.5\pm\sqrt{2.6^2+61.47^2}=1216.0,\ 1339.0\ \mathrm{cm}^{-1}.$$

The weights of the two basis states are $\frac12(1\pm2.6/61.5)$, or about 52% and 48%, so neither level can be called the stretch or the bend overtone.

A variational calculation in a harmonic basis of up to 18 quanta, with the same quartic potential and constant $B$, gives 1216.9 and 1336.5 cm$^{-1}$. These are levels of the well around equilibrium. Far outside it the quartic potential is not bounded below: at $q_1=0$ its quartic part is $7.50q_3^4-27.31q_3^2\rho^2+3.57\rho^4$, which is negative for $\rho^2=4q_3^2$. The basis must therefore stay small enough not to reach that region; between 14 and 18 quanta the two levels change by less than $10^{-5}$ cm$^{-1}$. The polyad splitting, 123 cm$^{-1}$, exceeds the variational 120 cm$^{-1}$ by about 3 cm$^{-1}$. The unstarred constants give levels at 1562.3 and 992.7 cm$^{-1}$, a splitting of 570 cm$^{-1}$: their smallness condition fails. The variational reference itself omits higher force constants and the change of inertia with vibration. With the full potential and the exact kinetic energy the pair lies at 1217.8 and 1337.0 cm$^{-1}$, a splitting of 119 cm$^{-1}$, so the quartic reference represents the model molecule to about 1 cm$^{-1}$.

States without a resonant partner behave differently. For $v_2=|l|=1$ and 2 both sets of constants give 638.4 and 1276.6 cm$^{-1}$, against variational values of 638.0 and 1275.4 cm$^{-1}$. These differences are of the size of the terms the quartic reference omits: with the full potential and exact kinetic energy the $v_2=|l|=1$ level, less the rotational energy $B$, is 638.4 cm$^{-1}$.

The constants were also tested by diagonalizing the Hamiltonian with $V_3$ scaled by a small factor, and the quartic and Coriolis terms by its square. The second-order energies of 24 levels reproduce all seven constants within 0.001 cm$^{-1}$. With the resonant matrix elements set to zero, the same procedure yields the starred constants.

## Values computed for the example and the checks

```
masses A,B,C (u): 14.0 14.0 16.0
bond lengths (angstrom): 1.1 1.2
k1,k2,k12 (aJ/angstrom^2): 18.0 12.0 1.0
Morse a (1/angstrom), kbend (aJ/rad^2): 2.5 0.76
w1,w2,w3 (cm^-1): 1296.68 641.77 2273.39
Delta=2w2-w1 (cm^-1): -13.148
2w2-w3, 2w1-w3, 2w3-w1 (cm^-1): -989.9 320.0 3250.1
B (cm^-1): 0.42514
|zeta1|,|zeta3|: 0.17233 0.98504
cubic and quartic phi; overall signs of q1,q3 are arbitrary
phi111,phi113 (cm^-1): -310.305 128.822
phi133,phi333 (cm^-1): -438.931 -403.894
phi122,phi322 (cm^-1): 173.861 116.161
phi1111,phi3333 (cm^-1): 65.411 180.082
phi1133,phi2222 (cm^-1): 70.871 85.583
phi1122,phi3322 (cm^-1): -49.531 -109.257
constant: formula, diagonalization, starred, starred diag. (cm^-1)
x11: -3.0453 -3.0451 -3.0453 -3.0453
x33: -13.9698 -13.9698 -13.9698 -13.9698
x22: -71.0606 -71.0605 0.7824 0.7824
x13: -21.2606 -21.2605 -21.2606 -21.2606
x12: 282.3126 282.3118 -5.0595 -5.0595
x23: -4.6344 -4.6343 -4.6344 -4.6344
g22: 70.9707 70.9707 -0.8723 -0.8723
states used: 24; largest residuals (cm^-1): 1.7e-03 1.1e-06
parts: quartic, mean-force, stretch-bend squared, Coriolis (cm^-1)
x12 parts: -12.3828 8.7559 285.9077 0.0318
x23 parts: -27.3143 19.8724 1.2298 1.5777
Fermi parts of x12,x22,g22 (cm^-1): 287.3721 -71.8430 71.8430
x22 quartic part (cm^-1): 5.3489
g22 quartic part (cm^-1): -1.7830
x22+g22, plain and starred (cm^-1): -0.0899 -0.0899
g22-B, plain and starred (cm^-1): 70.5455 -1.2975
W for (100)/(020) (cm^-1): 61.469
levels above the ground state, rotation omitted (cm^-1)
plain (100),(020): 1562.27 992.73
starred (100),(020): 1274.90 1280.10
polyad pair: 1215.98 1339.03
variational pair: 1216.90 1336.53
splittings plain, polyad, variational: 569.55 123.05 119.63
variational change, 14 to 18 quanta: 3.4e-06
v2=1,l=1: formula 638.40, variational 637.98
v2=2,l=2: formula 1276.61, variational 1275.39
```
